**Small-polaron Hall mobility from triple coincidence on a triangular lattice**

In the nonadiabatic Holstein model with a classical lattice, two-site coincidence costs Ep/2 and three-site coincidence costs 2Ep/3, so the Hall mobility has one third of the drift activation energy. Here Ep is the polaron binding energy, J the transfer, a the site spacing, S the ratio of Ep to the phonon energy, and x the phonon energy divided by 2kT. The program asserts the coincidence costs by constrained minimization and the coincidence densities by quadrature. It asserts the third-order interference rates against three-level quantum dynamics averaged over frozen lattices. It also asserts both mobility formulas against an explicit neighbour sum with Peierls phases and a finite electric field, and the quantum-lattice exponents against a numerical saddle-point search. For Ep = 0.6 eV the output gives activation energies of 0.300 eV (drift) and 0.100 eV (Hall), and the uncorrected Arrhenius slopes have the same ratio of 1/3. With a quantum lattice the ratio becomes 0.342 between 500 and 700 K. The remaining lines size the departure from the nonadiabatic limit, the flux-even correction, a strong electric field, site occupancy and residual band motion.

## Program and output

```python
"""
Small-polaron Hall effect on a triangular lattice (Holstein model).
Result under test, for weak transfer J and a classical lattice:
  two-site coincidence costs Ep/2, three-site coincidence costs 2 Ep/3,
  mu_drift = (3 q a^2 / 2kT) (J^2/hbar) sqrt(pi/(2 Ep kT)) exp(-Ep/2kT)
  mu_Hall  = (q a^2 J / 2 hbar) sqrt(2 pi/(3 Ep kT)) exp(-Ep/6kT)
so the Hall exponent is one third of the drift exponent.
Symbols: Ep polaron binding energy, J transfer (matrix element -J),
a site spacing, q = +e carrier charge, U site potential energy,
u = level2 - level1, v = level3 - level1, S = Ep/(hbar omega),
x = hbar omega/(2kT). Energies in eV, lengths in m, times in s.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize
from scipy.special import dawsn
from scipy.integrate import quad

kB = const.k / const.e
hbar = const.hbar / const.e
Ep, J, hw, a = 0.6, 0.01, 0.05, 0.30e-9
T0 = 600.0
CM2 = 1e4  # m^2 to cm^2


# ---------- coincidence energies by constrained minimization ----------
def coincidence_cost(n_equal, potentials, binding):
    """Carrier on site 0; the first n_equal levels are forced equal."""
    def energy(Q):
        return binding*np.sum(Q**2) + potentials[0] - 2*binding*Q[0]

    def mismatch(Q):
        level = potentials - 2*binding*Q
        return level[1:n_equal] - level[0]
    start = np.linspace(0.5, 0.1, len(potentials))
    free = minimize(energy, start, method="BFGS")
    tied = minimize(energy, start, method="SLSQP",
                    constraints={"type": "eq", "fun": mismatch},
                    options={"ftol": 1e-14, "maxiter": 300})
    assert tied.success
    return tied.fun - free.fun, tied.x


cost2, Q2 = coincidence_cost(2, np.zeros(5), Ep)
cost3, Q3 = coincidence_cost(3, np.zeros(5), Ep)
assert abs(cost2 - Ep/2) < 1e-6 and abs(cost3 - 2*Ep/3) < 1e-6
assert np.allclose(Q3, [1/3, 1/3, 1/3, 0, 0], atol=1e-4)
pots = np.array([0.05, -0.03, 0.08, 0.02, 0.0])
biased, _ = coincidence_cost(3, pots, Ep)
mean_pot = pots[:3].mean()
predicted = (2*Ep/3 + mean_pot - pots[0]
             + np.sum((pots[:3] - mean_pot)**2)/(4*Ep))
assert abs(biased - predicted) < 1e-6


# ---------- coincidence densities by quadrature over levels ----------
def coincidence_density(potentials, binding, kT):
    """Average of delta functions making all listed levels equal."""
    s = np.sqrt(2*binding*kT)
    e = np.linspace(-2*binding - 9*s, 9*s, 3001)
    product = np.ones_like(e)
    for i, U in enumerate(potentials):
        center = U - (2*binding if i == 0 else 0.0)
        product *= np.exp(-(e - center)**2/(2*s*s))/(s*np.sqrt(2*np.pi))
    return np.sum(product)*(e[1] - e[0])


def pair_formula(binding, kT):
    return np.exp(-binding/(2*kT))/np.sqrt(8*np.pi*binding*kT)


def triple_formula(binding, kT):
    return (np.exp(-2*binding/(3*kT))
            / (4*np.sqrt(3)*np.pi*binding*kT))


kT0 = kB*T0
pair0 = coincidence_density([0, 0], Ep, kT0)
triple0 = coincidence_density([0, 0, 0], Ep, kT0)
assert abs(pair0/pair_formula(Ep, kT0) - 1) < 1e-8
assert abs(triple0/triple_formula(Ep, kT0) - 1) < 1e-8


# ---------- interference rates from exact three-level dynamics ----------
def even_average(binding, kT):
    """Principal-value average of 1/v, given u = 0."""
    width = np.sqrt(3*binding*kT)
    return np.sqrt(2)/width*dawsn(binding/(np.sqrt(2)*width))


def frozen_lattice_slope(phase, binding, hop):
    """Growth rate of site-2 population, units kT = hbar = 1."""
    s2 = 2*binding
    reach = 8*np.sqrt(2*s2)
    grid = np.arange(-reach, reach, 0.2)
    du, dv = np.meshgrid(grid, grid, indexing="ij")
    weight = np.exp(-(du**2 - du*dv + dv**2)/(3*s2))
    weight /= weight.sum()
    keep = weight > 1e-18
    u, v, weight = du[keep] + 2*binding, dv[keep] + 2*binding, weight[keep]
    H = np.zeros((u.size, 3, 3), complex)
    H[:, 1, 1], H[:, 2, 2] = u, v
    H[:, 0, 1] = -hop*np.exp(1j*phase)
    H[:, 1, 0] = -hop*np.exp(-1j*phase)
    H[:, 1, 2] = H[:, 2, 1] = H[:, 0, 2] = H[:, 2, 0] = -hop
    E, C = np.linalg.eigh(H)
    overlap = C[:, 1, :]*C[:, 0, :].conj()
    pop = []
    for t in (8.0, 16.0):
        amp = np.sum(overlap*np.exp(-1j*E*t), axis=1)
        pop.append(np.sum(weight*np.abs(amp)**2))
    return (pop[1] - pop[0])/8.0


b_test, j_test = 2.0, 0.002
odd_dyn = (frozen_lattice_slope(np.pi/2, b_test, j_test)
           - frozen_lattice_slope(-np.pi/2, b_test, j_test))/2
odd_pred = -4*np.pi**2*j_test**3*triple_formula(b_test, 1.0)
even_dyn = (frozen_lattice_slope(0.0, b_test, j_test)
            - frozen_lattice_slope(np.pi, b_test, j_test))/2
even_pred = (4*np.pi*j_test**3*pair_formula(b_test, 1.0)
             * even_average(b_test, 1.0))
# tolerance: higher orders in (hop * time)^2, about 1e-3
assert abs(odd_dyn/odd_pred - 1) < 5e-3, (odd_dyn, odd_pred)
assert abs(even_dyn/even_pred - 1) < 5e-3, (even_dyn, even_pred)


# ---------- mobilities from an explicit sum over neighbours ----------
def neighbour_sum(T, field, angle=0.3, B=1.0):
    """Drift and Hall mobility (m^2/Vs); field in V/m, B in tesla."""
    kT = kB*T
    F = field*np.array([np.cos(angle), np.sin(angle)])
    origin = np.zeros(2)
    sites = [a*np.array([np.cos(n*np.pi/3), np.sin(n*np.pi/3)])
             for n in range(6)]

    def transfer(to, start):
        mid = (to + start)/2
        A = 0.5*B*np.array([-mid[1], mid[0]])
        return -J*np.exp(1j*np.dot(A, to - start)/hbar)
    velocity = np.zeros(2)
    for j, Rj in enumerate(sites):
        Uj = -F @ Rj
        rate = (2*np.pi/hbar*abs(transfer(Rj, origin))**2
                * coincidence_density([0, Uj], Ep, kT))
        for k in ((j + 1) % 6, (j - 1) % 6):
            Rk = sites[k]
            loop = (transfer(origin, Rj)*transfer(Rj, Rk)
                    * transfer(Rk, origin))
            rate += (4*np.pi**2/hbar*loop.imag
                     * coincidence_density([0, Uj, -F @ Rk], Ep, kT))
        velocity += rate*Rj
    along = velocity @ F/field
    across = (velocity[0]*F[1] - velocity[1]*F[0])/field
    return along/field, across/(along*B)


def hop_rate(T):
    kT = kB*T
    return J**2/hbar*np.sqrt(np.pi/(2*Ep*kT))*np.exp(-Ep/(2*kT))


def drift_formula(T):
    return 1.5*a*a*hop_rate(T)/(kB*T)


def hall_formula(T):
    kT = kB*T
    return (a*a*J/(2*hbar)*np.sqrt(2*np.pi/(3*Ep*kT))
            * np.exp(-Ep/(6*kT)))


weak = 1e5
for T in (400.0, 600.0, 800.0):
    d, h = neighbour_sum(T, weak)
    assert abs(d/drift_formula(T) - 1) < 1e-4
    assert abs(h/hall_formula(T) - 1) < 1e-4

T1, T2 = 500.0, 700.0
dbeta = 1/(kB*T1) - 1/(kB*T2)
(d1, h1), (d2, h2) = neighbour_sum(T1, weak), neighbour_sum(T2, weak)
raw_drift, raw_hall = np.log(d2/d1)/dbeta, np.log(h2/h1)/dbeta
act_drift = np.log(d2*T2**1.5/(d1*T1**1.5))/dbeta
act_hall = np.log(h2*T2**0.5/(h1*T1**0.5))/dbeta
assert abs(act_hall/act_drift - 1/3) < 1e-4
# raw slopes at a single temperature, by a narrow finite difference
Ta, Tb = T0 - 1, T0 + 1
(da, ha), (db, hb) = neighbour_sum(Ta, weak), neighbour_sum(Tb, weak)
narrow = 1/(kB*Ta) - 1/(kB*Tb)
loc_drift, loc_hall = np.log(db/da)/narrow, np.log(hb/ha)/narrow
assert abs(loc_drift - (Ep/2 - 1.5*kT0)) < 1e-4
assert abs(loc_hall - (Ep/6 - 0.5*kT0)) < 1e-4


# ---------- quantum lattice: phonon correlation integrals ----------
def g(phi, S, x):
    return S*((1 - np.cos(phi))/np.tanh(x) + 1j*np.sin(phi))


def triple_integrand(S, x, theta, n=400):
    phi = -np.pi + 2*np.pi*np.arange(n)/n
    p, r = np.meshgrid(phi, phi, indexing="ij")
    shift = -2j*x*theta
    F = np.exp(-g(p + shift, S, x) - g(r + shift, S, x)
               - g(p + r + 2*shift, S, x))
    return p, F, (2*np.pi/n)**2


def triple_integral(S, x, theta):
    _, F, cell = triple_integrand(S, x, theta)
    return F.sum().real*cell


def pair_integral(S, x, theta=0.5, n=2000):
    phi = -np.pi + 2*np.pi*np.arange(n)/n
    return np.exp(-2*g(phi - 2j*x*theta, S, x)).sum().real*2*np.pi/n


# real-time integrals against classical densities (kT=1, hw=0.2, Ep=6)
real_time = triple_integral(30.0, 0.1, 0.0)
assert abs(real_time/triple_integral(30.0, 0.1, 1/3) - 1) < 1e-7
assert abs(real_time/0.2**2/(4*np.pi**2*triple_formula(6.0, 1.0)) - 1) < 0.01
assert abs(pair_integral(30.0, 0.1, 0.0)/0.2
           / (2*np.pi*pair_formula(6.0, 1.0)) - 1) < 0.01


def exponent3(x):
    return 3*(np.cosh(x) - np.cosh(x/3))/np.sinh(x)


def exponent2(x):
    return 2*np.tanh(x/2)


x_try = 0.8
saddle3 = minimize(lambda th: -(g(-2j*x_try*th[0], 1, x_try)
                                + g(-2j*x_try*th[1], 1, x_try)
                                + g(-2j*x_try*(th[0] + th[1]), 1, x_try)).real,
                   [0.25, 0.4], method="Nelder-Mead",
                   options={"xatol": 1e-8, "fatol": 1e-13})
saddle2 = minimize(lambda th: -2*g(-2j*x_try*th[0], 1, x_try).real,
                   [0.3], method="Nelder-Mead",
                   options={"xatol": 1e-8, "fatol": 1e-13})
assert np.allclose(saddle3.x, 1/3, atol=1e-4)
assert abs(-saddle3.fun - exponent3(x_try)) < 1e-8
assert abs(-saddle2.fun - exponent2(x_try)) < 1e-8
xs = 0.05
curv = ((exponent3(xs) - exponent2(xs))/(xs/3) - 1)/xs**2
assert abs(curv/(-5/108) - 1) < 0.01

S0, x0 = Ep/hw, hw/(2*kT0)
p, F, _ = triple_integrand(S0, x0, 1/3)
assert abs((p*F).sum())/np.abs(p*F).sum() < 1e-8


def quantum_mobilities(T):
    x = hw/(2*kB*T)
    w = J**2/hbar*pair_integral(S0, x)/hw
    flux_per_tesla = np.sqrt(3)*a*a/(4*hbar)
    W = J**3*flux_per_tesla/hbar*triple_integral(S0, x, 1/3)/hw**2
    return 1.5*a*a*w/(kB*T), 2/np.sqrt(3)*W/w


(qd1, qh1), (qd2, qh2) = quantum_mobilities(T1), quantum_mobilities(T2)
q_act_drift = np.log(qd2*T2**1.5/(qd1*T1**1.5))/dbeta
q_act_hall = np.log(qh2*T2**0.5/(qh1*T1**0.5))/dbeta


# ---------- other neglected effects ----------
def landau_zener_ratio(hop):
    """Hop rate with repeated crossings over the nonadiabatic rate."""
    c = 2*np.pi*hop**2/(hw*np.sqrt(4*Ep*kT0))

    def flux(y):
        P = -np.expm1(-c/y)
        return y*2*P/(1 + P)*np.exp(-y*y/2)
    top = (quad(flux, 1e-12, 0.1, limit=200)[0]
           + quad(flux, 0.1, 12, limit=200)[0])
    return top/(2*c*np.sqrt(np.pi/2)), c


assert abs(landau_zener_ratio(J/100)[0] - 1) < 1e-3
lz, lz_c = landau_zener_ratio(J)
lower3 = -np.linalg.eigvalsh(-J*(np.ones((3, 3)) - np.eye(3)))[0]
lower2 = -np.linalg.eigvalsh(-J*(np.ones((2, 2)) - np.eye(2)))[0]
even_shift = 2*2*J*even_average(Ep, kT0)
strong_d, strong_h = neighbour_sum(T0, 1e8, angle=0.0)
weak_d, weak_h = neighbour_sum(T0, weak, angle=0.0)
density_cm3 = 1e17
occupancy = density_cm3*1e6*a**3
band_J = J*np.exp(-S0/np.tanh(x0))

# ---------- output ----------
print(f"Input: Ep = {Ep} eV, J = {J} eV, phonon = {hw} eV")
print(f"Input: spacing a = {a*1e9:.2f} nm, main T = {T0:.0f} K")
print(f"kT at main T = {kT0:.5f} eV")
print(f"Two-site coincidence cost (minimizer) = {cost2:.5f} eV")
print(f"Three-site coincidence cost (minimizer) = {cost3:.5f} eV")
print(f"Scaled distortion at triple point = {Q3[0]:.4f}")
print(f"Pair coincidence density = {pair0:.4e} 1/eV")
print(f"Triple coincidence density = {triple0:.4e} 1/eV^2")
print(f"Odd rate, dynamics/formula = {odd_dyn/odd_pred:.5f}")
print(f"Even rate, dynamics/formula = {even_dyn/even_pred:.5f}")
print(f"Hop rate to one neighbour = {hop_rate(T0):.4e} 1/s")
print(f"Flux phase per triangle at 1 T = {np.sqrt(3)*a*a/(4*hbar):.4e} rad")
for T in (400.0, 600.0, 800.0):
    d, h = neighbour_sum(T, weak)
    qd, qh = quantum_mobilities(T)
    print(f"{T:.0f} K: drift mobility = {d*CM2:.4e} cm2/Vs")
    print(f"{T:.0f} K: Hall mobility = {h*CM2:.4e} cm2/Vs")
    print(f"{T:.0f} K: Hall/drift mobility ratio = {h/d:.2f}")
    print(f"{T:.0f} K: quantum/classical drift = {qd/d:.4f}")
    print(f"{T:.0f} K: quantum/classical Hall = {qh/h:.4f}")
print(f"Slopes below are taken between {T1:.0f} K and {T2:.0f} K")
print(f"Drift activation, prefactor removed = {act_drift:.5f} eV")
print(f"Hall activation, prefactor removed = {act_hall:.5f} eV")
print(f"Ratio Hall/drift activation = {act_hall/act_drift:.5f}")
print(f"Raw Arrhenius slope, drift = {raw_drift:.5f} eV")
print(f"Raw Arrhenius slope, Hall = {raw_hall:.5f} eV")
print(f"Ratio of raw slopes = {raw_hall/raw_drift:.4f}")
print(f"Quantum lattice: drift activation = {q_act_drift:.5f} eV")
print(f"Quantum lattice: Hall activation = {q_act_hall:.5f} eV")
print(f"Quantum lattice: activation ratio = {q_act_hall/q_act_drift:.4f}")
print(f"S = {S0:.1f}, x at main T = {x0:.4f}")
print(f"Landau-Zener parameter at rms speed = {lz_c:.4f}")
print(f"Landau-Zener/nonadiabatic hop rate = {lz:.4f}")
print(f"Level lowering at two-site point = {lower2:.4f} eV")
print(f"Level lowering at three-site point = {lower3:.4f} eV")
print(f"Flux-even correction to hop rate = {100*even_shift:.2f} %")
print(f"Drift mobility, 1 MV/cm over weak field = {strong_d/weak_d:.4f}")
print(f"Hall mobility, 1 MV/cm over weak field = {strong_h/weak_h:.4f}")
print(f"Occupancy per a^3 at {density_cm3:.0e} cm^-3 = {occupancy:.2e}")
print(f"Residual polaron band transfer = {band_J:.2e} eV")
print("all good")
```

Printed output:

```
Input: Ep = 0.6 eV, J = 0.01 eV, phonon = 0.05 eV
Input: spacing a = 0.30 nm, main T = 600 K
kT at main T = 0.05170 eV
Two-site coincidence cost (minimizer) = 0.30000 eV
Three-site coincidence cost (minimizer) = 0.40000 eV
Scaled distortion at triple point = 0.3333
Pair coincidence density = 3.4210e-03 1/eV
Triple coincidence density = 6.4670e-04 1/eV^2
Odd rate, dynamics/formula = 0.99822
Even rate, dynamics/formula = 0.99881
Hop rate to one neighbour = 3.2656e+09 1/s
Flux phase per triangle at 1 T = 5.9208e-05 rad
400 K: drift mobility = 8.6093e-06 cm2/Vs
400 K: Hall mobility = 3.7813e-03 cm2/Vs
400 K: Hall/drift mobility ratio = 439.21
400 K: quantum/classical drift = 1.5064
400 K: quantum/classical Hall = 1.0926
600 K: drift mobility = 8.5266e-05 cm2/Vs
600 K: Hall mobility = 8.1204e-03 cm2/Vs
600 K: Hall/drift mobility ratio = 95.24
600 K: quantum/classical drift = 1.1416
600 K: quantum/classical Hall = 1.0317
800 K: drift mobility = 2.3623e-04 cm2/Vs
800 K: Hall mobility = 1.1405e-02 cm2/Vs
800 K: Hall/drift mobility ratio = 48.28
800 K: quantum/classical drift = 1.0618
800 K: quantum/classical Hall = 1.0157
Slopes below are taken between 500 K and 700 K
Drift activation, prefactor removed = 0.30000 eV
Hall activation, prefactor removed = 0.10000 eV
Ratio Hall/drift activation = 0.33333
Raw Arrhenius slope, drift = 0.22389 eV
Raw Arrhenius slope, Hall = 0.07463 eV
Ratio of raw slopes = 0.3333
Quantum lattice: drift activation = 0.27987 eV
Quantum lattice: Hall activation = 0.09575 eV
Quantum lattice: activation ratio = 0.3421
S = 12.0, x at main T = 0.4835
Landau-Zener parameter at rms speed = 0.0357
Landau-Zener/nonadiabatic hop rate = 0.8686
Level lowering at two-site point = 0.0100 eV
Level lowering at three-site point = 0.0200 eV
Flux-even correction to hop rate = 8.51 %
Drift mobility, 1 MV/cm over weak field = 1.0078
Hall mobility, 1 MV/cm over weak field = 1.0026
Occupancy per a^3 at 1e+17 cm^-3 = 2.70e-06
Residual polaron band transfer = 2.48e-14 eV
all good
```
